# Mechanical Rise of the CO Stretching Frequency at a Fixed Metal

## Result

A carbonyl ligand is bound end-on, through carbon, to a metal atom that does not move. Let $k_1$ be the metal–carbon force constant, $k_2$ the CO force constant, $m_C$ and $m_O$ the atomic masses, and $\mu=m_Cm_O/(m_C+m_O)$ the reduced mass of CO. At fixed $k_2$, attaching the spring $k_1$ raises the squared angular frequency of the CO stretch by

$$\Delta(\omega^2)=\frac{k_1\mu}{m_C^2}=\frac{k_1m_O}{m_C(m_C+m_O)}\qquad\text{(first order in }k_1).\tag{1}$$

The comparison is with a CO oscillator that has the same $k_2$, not with free carbon monoxide, whose force constant is different. Equation (1) is thus the mechanical part of a coordination shift. It also assumes harmonic motion and no energy term that couples the two bond stretches. The relative size of the next term is $(k_1/k_2)\,\mu/(m_C+m_O)$, about 3 % for the example below.

## Model and coordinates

Let $x_C$ and $x_O$ be displacements from equilibrium along the axis, positive away from the metal. The metal–carbon bond stretches by $s=x_C$ and the CO bond by $r=x_O-x_C$. The energies are

$$T=\tfrac12m_C\dot x_C^2+\tfrac12m_O\dot x_O^2,\qquad V=\tfrac12k_1x_C^2+\tfrac12k_2(x_O-x_C)^2.\tag{2}$$

Bending may be left out for a single linear unit. A half-turn about the axis reverses every transverse displacement and leaves the axial ones unchanged, so a product of one axial and one transverse displacement cannot occur in the harmonic energy.

For $k_1=0$ the molecule can translate freely and vibrate about its centre of mass. The coordinates suited to this are $r$ and

$$R=\frac{m_Cx_C+m_Ox_O}{M},\qquad M=m_C+m_O.$$

Inserting $x_O=x_C+r$ gives $R=x_C+(m_O/M)r$. Since $m_O/M=\mu/m_C$ and $m_C/M=\mu/m_O$,

$$x_C=R-\frac{\mu}{m_C}r,\qquad x_O=R+\frac{\mu}{m_O}r.\tag{3}$$

The minus sign says that carbon moves towards the metal when the CO bond lengthens about a resting centre of mass.

In the kinetic energy the cross terms are $-\mu\dot R\dot r$ from carbon and $+\mu\dot R\dot r$ from oxygen, and they cancel. The terms in $\dot r^2$ add to $\tfrac12\mu^2(1/m_C+1/m_O)\dot r^2=\tfrac12\mu\dot r^2$. Hence $T=\tfrac12M\dot R^2+\tfrac12\mu\dot r^2$. The scaled coordinates $P=\sqrt M\,R$ and $Q=\sqrt\mu\,r$ remove the masses:

$$T=\tfrac12\dot P^2+\tfrac12\dot Q^2,\qquad x_C=\frac{P}{\sqrt M}-\frac{\sqrt\mu}{m_C}Q.\tag{4}$$

With this scaling, the coefficient of $\tfrac12Q^2$ in $V$ is a squared angular frequency. The CO spring contributes $\tfrac12k_2r^2=\tfrac12\lambda_0Q^2$, where $\lambda_0=k_2/\mu$ is the squared frequency at $k_1=0$.

## The secular equation

Squaring $x_C$ from (4) and multiplying by $\tfrac12k_1$ gives

$$V=\tfrac12(\lambda_0+a)Q^2+\tfrac12bP^2+vPQ,\tag{5}$$

$$a=\frac{k_1\mu}{m_C^2},\qquad b=\frac{k_1}{M},\qquad v=-\frac{k_1\sqrt\mu}{m_C\sqrt M},\qquad v^2=ab.$$

The equations of motion are $\ddot Q=-(\lambda_0+a)Q-vP$ and $\ddot P=-bP-vQ$. In a normal mode both coordinates oscillate as $\cos\omega t$, so each second derivative is $-\lambda$ times the coordinate, with $\lambda=\omega^2$:

$$(\lambda-\lambda_0-a)Q=vP,\qquad(\lambda-b)P=vQ.$$

Substituting $P=vQ/(\lambda-b)$ into the first equation and dividing by $Q$ gives

$$\lambda=\lambda_0+a+\frac{ab}{\lambda-b}.\tag{6}$$

The CO mode is the root that tends to $\lambda_0$ as $k_1\to0$. On that root the denominator tends to $\lambda_0$, while $ab$ is proportional to $k_1^2$. The last term is therefore of second order, and the first-order rise is $a$, which is (1). Replacing the denominator by $\lambda_0$ gives the next term:

$$\Delta(\omega^2)=a+\frac{ab}{\lambda_0}+O(k_1^3),\qquad\frac{ab/\lambda_0}{a}=\frac{k_1}{k_2}\frac{\mu}{M}.\tag{7}$$

The squared carbon mass in (1) has a simple origin. The metal spring feels only the carbon displacement, which is a fraction $\mu/m_C$ of the CO stretch. Its energy is quadratic in that displacement, so it acts as an additional CO force constant $k_1(\mu/m_C)^2$. Division by the mass $\mu$ of the stretch leaves $k_1\mu/m_C^2$.

This also shows what a one-oscillator analysis returns. The quantity $\mu\omega^2$ is not $k_2$ but, to first order, $k_2+k_1(\mu/m_C)^2$.

## Bounds and closed form

Multiplying (6) by $\lambda-b$ shows that the mode frequencies are zeros of

$$f(\lambda)=(\lambda-\lambda_0-a)(\lambda-b)-ab.$$

For $k_1>0$, $f$ equals $-ab<0$ both at $\lambda=\lambda_0+a$ and at $\lambda=b$. Since $f$ is an upward parabola, both points lie between its roots. The upper root $\lambda_+$ therefore exceeds $\lambda_0+a$ and $b$: within this model the first-order formula underestimates the rise.

An upper bound follows if $a\ge b$. Then $\lambda_+-b>\lambda_0+a-b\ge\lambda_0$, and the last term of (6) is smaller than $ab/\lambda_0$. Because $a/b=\mu M/m_C^2=m_O/m_C$, the condition is $m_O\ge m_C$, which carbonyls satisfy:

$$a<\Delta(\omega^2)<a+\frac{ab}{\lambda_0}\qquad(k_1>0,\ m_O\ge m_C).\tag{8}$$

For $m_O<m_C$ the upper bound can fail. With $m_C=5$, $m_O=1$, $k_1=1$ and $k_2=10$ in consistent units, diagonalization gives a rise above $a+ab/\lambda_0$.

For implementation it is better to solve for the rise itself than to subtract two nearly equal squared frequencies. Put $\lambda=\lambda_0+\Delta$ into $f(\lambda)=0$:

$$(\Delta-a)(\lambda_0+\Delta-b)-ab=0.$$

The products containing $ab$ cancel, leaving

$$\Delta^2+(\lambda_0-a-b)\Delta-a\lambda_0=0.$$

The product of the roots is negative, so one root is positive, and it is the required one. Solving the quadratic and multiplying numerator and denominator by the conjugate expression gives

$$\Delta=\frac{2a\lambda_0}{\lambda_0-a-b+\sqrt{(\lambda_0-a-b)^2+4a\lambda_0}}.\tag{9}$$

For $\lambda_0>a+b$ the denominator is a sum of positive terms, so no digits are lost when $k_1$ is small.

## Limits

**Masses.** For $m_O\gg m_C$, oxygen hardly moves, carbon carries the whole stretch, and $a\to k_1/m_C$. For $m_O\ll m_C$, carbon is nearly at rest and $a\to k_1m_O/m_C^2$, which is small compared with $k_1/m_C$.

**Strong metal–carbon bond.** The sum of the two diagonal increments is

$$a+b=\frac{k_1}{m_C}\left(\frac{m_O}{M}+\frac{m_C}{M}\right)=\frac{k_1}{m_C}.$$

For $k_1\to\infty$ at fixed $k_2$, the ratio of the upper root to $k_1/m_C$ approaches 1. Expanding $f$ shows that the product of the roots is $(\lambda_0+a)b-ab=\lambda_0b=k_1k_2/(m_Cm_O)$, so the lower root approaches $k_2/m_O$. The upper mode is now carbon moving against the metal, and the lower one is oxygen moving against a carbon that is held in place. The name "CO stretch" has passed to the lower root, and (1) no longer describes it. The formula belongs to $k_1\mu/(k_2M)\ll1$.

## When the two stretches are coupled

A general harmonic energy for the linear unit also contains $k_{12}sr$. From (4) and $r=Q/\sqrt\mu$,

$$k_{12}sr=k_{12}\left(\frac{PQ}{\sqrt{M\mu}}-\frac{Q^2}{m_C}\right).$$

The second part changes the coefficient of $\tfrac12Q^2$ by $-2k_{12}/m_C$. The first part changes $v$, which enters the frequency through $v^2$ and so at second order in the small constants. Thus, to first order in $k_1$ and $k_{12}$,

$$\Delta(\omega^2)=\frac{k_1\mu}{m_C^2}-\frac{2k_{12}}{m_C}.\tag{10}$$

The two terms cancel at $k_{12}=k_1\mu/(2m_C)$. A positive $k_{12}$ lowers the frequency because $s$ and $r$ have opposite signs in the CO mode, which makes $k_{12}sr$ negative.

The sign of $k_{12}$ has a chemical reading. At a given $s$ the energy is least at $r=-k_{12}s/k_2$. A positive constant therefore means that pulling the ligand away from the metal shortens the CO bond. This is what one expects if back-donation into the antibonding CO orbitals weakens with distance.

## When the metal can move

In an octahedral hexacarbonyl there are modes in which the metal is at rest. In the breathing mode all six ligands move alike, and the forces on the metal from opposite ligands cancel. The fixed-metal model then holds with effective force constants. If each pair of CO stretches is coupled by $k_pr_ir_j$, with the same $k_p$ for all 15 pairs, setting every $r_i=r$ gives

$$6\cdot\tfrac12k_2r^2+15k_pr^2=6\cdot\tfrac12(k_2+5k_p)r^2.\tag{11}$$

The breathing mode thus has $k_2+5k_p$ in place of $k_2$. The increment $a$ does not contain $k_2$ and is unchanged, provided different metal–carbon stretches are not coupled to each other. A term $k_ts_is_j$ between opposite bonds replaces $k_1$ by $k_1+k_t$ in the breathing mode and by $k_1-k_t$ when opposite ligands shift in the same direction; for the constants of the example below, a $k_t$ of 40 N/m moves these modes by about $+8$ and $-9$ cm⁻¹.

The metal does move when two opposite ligands shift in the same direction. Keep bond stretches only, set $k_p=0$, and let $X$ be the metal displacement. The two ligands contribute equally to $T$ and $V$. Dividing both energies by two leaves one ligand attached to a mass $m_M/2$, where $m_M$ is the mass of the metal atom. The other four bonds are perpendicular to the motion and are not stretched to first order in $X$.

With $Y=\sqrt{m_M/2}\,X$, the stretch of the metal–carbon bond is

$$x_C-X=\frac{P}{\sqrt M}-\sqrt{\frac{2}{m_M}}\,Y-\frac{\sqrt\mu}{m_C}Q.$$

The first two terms equal $Z/\sqrt{M_*}$, where $Z$ is a normalized combination of $P$ and $Y$ and

$$\frac1{M_*}=\frac1M+\frac2{m_M}.\tag{12}$$

The combination orthogonal to $Z$ does not enter $V$; it is a joint translation of the metal and the two opposite ligands, which stretches no bond to first order and costs no energy because bending is left out. What remains is the earlier problem with $M$ replaced by $M_*$ in $b$. The first-order rise $a$ is the same, so the metal mass enters at second order. The lower bound survives, but the proof of the upper bound in (8) now requires $a\ge k_1/M_*$. For one ligand on one free metal atom, $2/m_M$ becomes $1/m_M$.

## Worked example

The inputs are rough values in the regime of chromium hexacarbonyl: $k_1=200$ N/m, $k_2=1700$ N/m, $m_C=12$ u, $m_O=16$ u and, where the metal moves, $m_M=52$ u. Squared frequencies are first found in (N/m)/u.

The reduced mass is $\mu=12\times16/28=6.857$ u, and

$$\lambda_0=\frac{1700}{6.857}=247.9,\qquad a=\frac{200\times6.857}{144}=9.524,\qquad b=\frac{200}{28}=7.143.$$

Division by the atomic mass unit in kilograms converts $a$ to $5.74\times10^{27}\ \mathrm{s^{-2}}$. The second-order term is $9.524\times7.143/247.9=0.274$, or 2.9 % of $a$. Equation (9) gives

$$\Delta=\frac{2\times9.5238\times247.917}{231.250+\sqrt{231.250^2+4\times9.5238\times247.917}}=9.795.$$

Diagonalization of the two-atom problem gives the same value. It lies between $a=9.524$ and $a+ab/\lambda_0=9.798$, as (8) requires.

The wavenumber is $\tilde\nu=\omega/(2\pi c)$, and $\lambda_0$ corresponds to 2051.3 cm⁻¹. Because $a/\lambda_0$ is small, $\sqrt{\lambda_0+a}-\sqrt{\lambda_0}\approx a/(2\sqrt{\lambda_0})$, so that

$$\Delta\tilde\nu\approx2051.3\times\frac{9.524}{2\times247.9}=39.4\ \mathrm{cm^{-1}}.$$

Keeping the square root gives 39.0 cm⁻¹, and the exact rise in the model is 40.1 cm⁻¹. The cruder estimate lies closer because its two errors oppose each other. Linearizing the root adds 0.4 cm⁻¹, while dropping the higher orders in $\lambda$ removes 1.1 cm⁻¹.

The error of (1) grows with the metal–carbon bond strength. With $k_2$ and the masses held fixed, the first-order value of $\Delta(\omega^2)$ falls short of the exact rise by these fractions of the latter:

| $k_1$ (N/m) | Shortfall |
|---|---|
| 50 | 0.7 % |
| 100 | 1.4 % |
| 200 | 2.8 % |
| 400 | 5.3 % |

The near-proportionality to $k_1$ is that of the ratio in (7).

In a one-oscillator analysis, the metal spring would appear as an extra CO force constant of $200\times0.5714^2\approx65$ N/m, about 4 % of $k_2$.

## Sizes of the neglected effects

**Stretch–stretch coupling.** For a rough $k_{12}=70$ N/m, the second term of (10) is $-140/12=-11.67$ (N/m)/u, larger in size than $a$. The sum is $-2.14$ (N/m)/u, and diagonalization gives a net shift of $-8.7$ cm⁻¹ instead of $+40.1$ cm⁻¹. The first-order cancellation occurs at $k_{12}=200\times6.857/24=57$ N/m. The sign of the result thus depends on a constant that (1) omits.

**Weakening of the CO bond.** If $k_2$ falls from a rough 1900 N/m in free CO to 1700 N/m on binding, the harmonic wavenumber $\sqrt{k_2/\mu}/(2\pi c)$ falls from 2168.6 to 2051.3 cm⁻¹. This change of $-117$ cm⁻¹ is about three times the mechanical rise and opposite to it.

**Coupling between ligands.** With a rough $k_p=20$ N/m and $k_{12}=0$, equation (11) raises the effective CO constant of the breathing mode from 1700 to 1800 N/m. The resulting shift is $+58$ cm⁻¹. The other five CO modes, among them the infrared-active ones, have $\sum_ir_i=0$ and see $k_2-k_p$, which shifts them by about $-12$ cm⁻¹. This common value comes from giving all pairs the same constant. In an infrared-active mode only two opposite CO bonds stretch, with opposite signs, so only the constant between opposite ligands enters. With 21 N/m for adjacent and 2 N/m for opposite pairs, the infrared modes shift by only $-1$ cm⁻¹, the remaining two modes by $-24$ cm⁻¹ and the breathing mode by $+50$ cm⁻¹.

**Metal motion.** In the modes where opposite ligands move together, a chromium atom free to move raises the wavenumber by a further 1.3 cm⁻¹ compared with a fixed one. This holds for bond stretches alone with $k_p=k_{12}=0$. Here $k_1/M_*=200\,(1/28+2/52)=14.8$ (N/m)/u exceeds $a$, and the upper bound fails for these modes: the exact rise is 10.105 (N/m)/u, above $a+ak_1/(M_*\lambda_0)=10.094$ (N/m)/u.

**Anharmonicity.** A Morse oscillator with a depth of roughly 11 eV and a harmonic wavenumber of 2051.3 cm⁻¹ has its lowest vibrational transition 23.7 cm⁻¹ below the harmonic value. This offset is more than half the mechanical rise, so a harmonic wavenumber should not be compared directly with an observed transition. How much of the offset cancels between bound and unbound CO is not determined here.

## Use for real carbonyls

In chromium hexacarbonyl the infrared CO stretching band lies near 2000 cm⁻¹, below the value of about 2140 cm⁻¹ for free CO. The mechanical term alone would put it above. There is no contradiction, since (1) holds $k_2$ fixed, whereas binding changes it. Of the assumptions examined here, a constant $k_2$ costs the most, about 117 cm⁻¹ for the rough inputs used. The omission of $k_{12}$ comes next in the single-ligand problem, at about 49 cm⁻¹. The estimates above were made one at a time and need not add. Mixing with bending motions in the octahedral molecule has not been sized.

Equation (1) is suited to separating the motion of carbon against the metal from changes in the CO bond itself. If $k_1$, $k_2$ and $k_{12}$ are known from a force-constant calculation, (10) gives the first-order shift at fixed $k_2$ for a single ligand. With several ligands, each constant must be the effective one for the mode in question, including the couplings between ligands. Terms $s_ir_j$ with constant $c$ for adjacent and $t$ for opposite ligands replace $k_{12}$ by $k_{12}+4c+t$ in the breathing mode and by $k_{12}-t$ in the infrared mode. For $k_{12}=70$, $c=-5$ and $t=-10$ N/m (illustrative values), the net shift changes from $-8.7$ to $+12$ cm⁻¹ in the breathing mode and from $-8.5$ to $-16$ cm⁻¹ in the infrared mode. If the neglected second-order term matters, the two-by-two problem should be diagonalized, with $k_{12}$ included and, for modes in which the metal moves, with $M$ replaced by $M_*$. For the infrared mode of the example at $k_{12}=0$, the metal motion adds 1.3 cm⁻¹, more than the 1.1 cm⁻¹ of the fixed-metal higher orders. If only a frequency is known, a single value of $\mu\omega^2$ cannot tell the three constants apart. The numerical output below lists the inputs and the main results.

## Table of computed values

```
INPUTS (rough values, regime of Cr(CO)6)
metal-carbon force constant      200 N/m
CO force constant, bound         1700 N/m
masses C, O, Cr                  12, 16, 52 u
MAIN RESULT
reduced mass of CO               6.8571 u
carbon displacement / CO stretch -0.5714
mu/m_C^2                         0.047619 1/u
omega^2 without metal bond       247.917 (N/m)/u
first-order rise                 9.5238 (N/m)/u
second-order term                0.2744 (N/m)/u
exact rise                       9.7953 (N/m)/u
first-order rise                 5.7354e+27 s^-2
second-order / first-order       0.0288
wavenumber without metal bond    2051.3 cm^-1
rise, omega also linearized      39.40 cm^-1
rise, first order in omega^2     39.03 cm^-1
rise, exact                      40.13 cm^-1
OTHER METAL-CARBON BONDS: rise in omega^2, (N/m)/u
k = 50 N/m: first order 2.3810, exact 2.3981, shortfall 0.71 %
k = 100 N/m: first order 4.7619, exact 4.8302, shortfall 1.41 %
k = 400 N/m: first order 19.0476, exact 20.1200, shortfall 5.33 %
NEGLECTED EFFECTS (rough inputs)
cross constant                   70 N/m
its first-order change           -11.6667 (N/m)/u
net exact shift with it          -8.71 cm^-1
cross constant cancelling rise   57.14 N/m
CO force constant, free          1900 N/m
wavenumber of free CO, harmonic  2168.6 cm^-1
shift by weaker CO bond          -117.3 cm^-1
CO-CO constant per pair          20 N/m
its shift of breathing mode      58.3 cm^-1
shift by moving metal            1.26 cm^-1
Morse depth                      11 eV
anharmonic shift of fundamental  -23.7 cm^-1
```
